# The strong-coupling kink of the Hubbard dimer and its rounding

Two electrons share two equivalent sites, as in a minimal model of a stretched bond with on-site repulsion only. Strong repulsion keeps one electron on each site. A potential difference between the sites can still force charge across, and every bit of transferred charge then costs repulsion energy, whichever way it moves. What is the least energy needed to hold given occupations \(n_1\) and \(n_2\), and is it smooth where they are equal?

## 1. The model and the functional

The Hamiltonian without external potential is \(\hat T+\hat V\), with

\[
\hat T=-t\sum_\sigma\left(c^\dagger_{1\sigma}c_{2\sigma}+c^\dagger_{2\sigma}c_{1\sigma}\right),\qquad
\hat V=U\sum_{i=1,2}\hat n_{i\uparrow}\hat n_{i\downarrow},
\]

where \(t\ge 0\), \(U>0\) and \(n_1+n_2=2\). One number fixes the occupations:

\[
\delta=\frac{n_1-n_2}{2},\qquad -1\le\delta\le 1 .
\]

The functional \(F(\delta)\) is the minimum of \(\langle\hat T+\hat V\rangle\) over normalized two-electron states with that \(\delta\).

There are three singlet basis states: \(|20\rangle=c^\dagger_{1\uparrow}c^\dagger_{1\downarrow}|0\rangle\), \(|02\rangle=c^\dagger_{2\uparrow}c^\dagger_{2\downarrow}|0\rangle\) and

\[
|11\rangle=\tfrac{1}{\sqrt2}\left(c^\dagger_{1\uparrow}c^\dagger_{2\downarrow}+c^\dagger_{2\uparrow}c^\dagger_{1\downarrow}\right)|0\rangle .
\]

Moving either electron of \(|20\rangle\) to site 2 produces the two terms of \(|11\rangle\), each with factor \(-t\). Hence \(\hat T|20\rangle=-\sqrt2\,t\,|11\rangle\), and likewise for \(|02\rangle\).

The three triplet states have one electron per site. Hopping annihilates them, by the Pauli principle for parallel spins and by cancellation of two terms for the third. They have \(\delta=0\) and zero energy, and neither \(\hat T\), \(\hat V\) nor \(\hat\delta\) connects them to the singlets. Any triplet weight can therefore be moved to \(|11\rangle\) without changing \(\delta\) or the repulsion, and without raising the hopping energy. The search may be confined to singlets \(a|20\rangle+b|02\rangle+c|11\rangle\). Only the hopping energy depends on the phases, and it is lowest when all amplitudes are real and nonnegative. Then

\[
\delta=a^2-b^2,\qquad d=a^2+b^2,\qquad a^2+b^2+c^2=1,
\]
\[
\langle\hat T+\hat V\rangle=Ud-2\sqrt2\,t\,c(a+b), \tag{1}
\]

where \(d\) is the total double occupancy. The factor 2 counts each off-diagonal element and its conjugate.

## 2. The simple case: no hopping

For \(t=0\) only \(Ud\) remains. Since \(a^2+b^2\ge|a^2-b^2|\), it is at least \(U|\delta|\). For \(\delta\ge0\) the choice \(a^2=\delta\), \(b=0\), \(c^2=1-\delta\) reaches this bound; for \(\delta<0\) exchange the sites. Therefore

\[
F(\delta)=U|\delta|=\frac{U|n_1-n_2|}{2}\qquad(t=0). \tag{2}
\]

The slope \(dF/d\delta\) jumps from \(-U\) to \(U\) at equal occupation. With respect to \(n_1-n_2\), it jumps from \(-U/2\) to \(U/2\).

The kink means that charge resists a potential. Add \(w\hat\delta\), where \(w=v_1-v_2\) is the difference of the site potentials, and minimize \(U|\delta|+w\delta\). For \(|w|<U\) the minimum stays at \(\delta=0\). For \(|w|>U\) it lies at full transfer; at \(|w|=U\) every \(\delta\) between these two values gives the same energy.

A real stretched bond also has a repulsion \(V_{12}\hat n_1\hat n_2\) between the sites, which this model omits. For two electrons it adds \(V_{12}\) to every state with one electron per site and nothing to \(|20\rangle\) and \(|02\rangle\). This amounts to a constant \(V_{12}\) and the replacement of \(U\) by \(U-V_{12}\), so the slope of the kink and the threshold in \(|w|\) are then \(U-V_{12}\), not the on-site \(U\).

Result (2) belongs to two electrons. One electron has no repulsion energy at all. With three electrons every configuration has one doubly occupied site, so the repulsion is \(U\) for any allowed \(n_1-n_2\).

Restricted mean field does not produce the kink. It replaces \(\langle\hat n_{i\uparrow}\hat n_{i\downarrow}\rangle\) by \((n_i/2)^2\), and with \(n_{1,2}=1\pm\delta\) its repulsion energy is

\[
\frac U4\left[(1+\delta)^2+(1-\delta)^2\right]=\frac U2(1+\delta^2).
\]

This is smooth, and it equals \(U/2\) instead of zero at \(\delta=0\).

## 3. Hopping at equal occupation

Now let \(t>0\). At \(\delta=0\) we have \(a=b=\sqrt{d/2}\), so \(a+b=\sqrt{2d}\), and (1) becomes \(Ud-4t\sqrt{d(1-d)}\). Put \(d=(1-\cos\varphi)/2\), which makes \(\sqrt{d(1-d)}=\tfrac12\sin\varphi\). The energy is

\[
\frac U2-\frac12\left(U\cos\varphi+4t\sin\varphi\right).
\]

The bracket has maximum \(R=\sqrt{U^2+16t^2}\), at \(\cos\varphi=U/R\). Hence

\[
F(0)=\frac{U-R}{2},\qquad d_0=\frac12\left(1-\frac UR\right). \tag{3}
\]

For \(U\gg t\), \(R\simeq U+8t^2/U\), so \(F(0)\simeq-4t^2/U\) and \(d_0\simeq4t^2/U^2\). Hopping has already created double occupancy of order \((t/U)^2\). A forced \(|\delta|\) much smaller than this needs only a small imbalance between \(a^2\) and \(b^2\), which suggests that the kink is rounded over \(\delta\sim(t/U)^2\).

## 4. No kink survives at finite hopping

With the potential included, the singlet matrix in the order \(|20\rangle,|11\rangle,|02\rangle\) is

\[
\begin{pmatrix}U+w&-\sqrt2t&0\\-\sqrt2t&0&-\sqrt2t\\0&-\sqrt2t&U-w\end{pmatrix}. \tag{4}
\]

Its lowest eigenvalue \(E(w)\) is negative, because \(|11\rangle\) has energy zero and is coupled to other states. It thus lies below the triplets. It is also nondegenerate: since the couplings are nonzero, the first component of an eigenvector fixes the second through the first row, and then the third through the second row. A nondegenerate eigenvalue of a matrix analytic in \(w\) is itself analytic.

The first component cannot vanish, or the whole vector would. The same argument from the other end applies to the third. The ground state therefore contains both \(|20\rangle\) and \(|02\rangle\), and is not an eigenstate of \(\hat\delta\). First- and second-order perturbation theory in a small change of \(w\) give

\[
\frac{dE}{dw}=\delta,\qquad
\frac{d\delta}{dw}=-2\sum_{k\ne0}\frac{|\langle k|\hat\delta|0\rangle|^2}{E_k-E_0}<0 .
\]

As \(w\) runs from \(-\infty\) to \(\infty\), \(\delta\) falls from 1 to \(-1\). Each \(\delta\) inside this interval thus belongs to one \(w\), and \(w(\delta)\) is analytic because \(d\delta/dw\ne0\).

A state with the same \(\delta\) but lower \(\langle\hat T+\hat V\rangle\) would also have lower total energy, which is impossible. So \(F(\delta)=E(w)-w\delta\), and

\[
\frac{dF}{d\delta}=\frac{dE}{dw}\frac{dw}{d\delta}-w-\delta\frac{dw}{d\delta}=-w. \tag{5}
\]

For every \(t>0\), \(F\) is analytic on \(|\delta|<1\). The kink belongs to the limit \(t/U\to0\).

The curvature at equal occupation follows from the response at \(w=0\). There \(\hat\delta|0\rangle=\sqrt{d_0}\,|o\rangle\), with \(|o\rangle=(|20\rangle-|02\rangle)/\sqrt2\). Hopping annihilates \(|o\rangle\), so it is an eigenstate with energy \(U\), and it is the only term in the sum. With \(E_0=(U-R)/2\),

\[
F''(0)=-\frac{dw}{d\delta}=\frac{U-E_0}{2d_0}
=\frac{(U+R)/2}{1-U/R}=\frac{R(R+U)}{2(R-U)}. \tag{6}
\]

The first limit below tests this formula against an independent result; the second gives its strong-coupling scale.

- For \(U=0\), \(R=4t\) and \(F''(0)=2t\). Independently, two free electrons in one orbital with site weights \((1\pm\delta)/2\) have energy \(-2t\sqrt{1-\delta^2}\), whose curvature at \(\delta=0\) is \(2t\).
- For \(U\gg t\), \(R-U\simeq8t^2/U\), and \(F''(0)\simeq U^3/(8t^2)\). At this rate the slope would grow from zero to \(U\) over \(\delta=8(t/U)^2\).

## 5. The shape of the rounded kink

To find the whole crossover, scale out the expected size:

\[
\delta=\frac{t^2}{U^2}x,\qquad a=\frac tU\alpha,\qquad b=\frac tU\beta .
\]

At fixed \(x\), \(c=\sqrt{1-d}=1+O(t^2/U^2)\), so to leading order (1) becomes \(F=(t^2/U)f\), where \(f\) is the minimum of

\[
\alpha^2+\beta^2-2\sqrt2(\alpha+\beta)\quad\text{at fixed}\quad \alpha^2-\beta^2=x .
\]

With a multiplier \(\mu\) for the constraint, stationarity requires

\[
2\alpha-2\sqrt2=2\mu\alpha,\qquad 2\beta-2\sqrt2=-2\mu\beta, \tag{7}
\]

so that

\[
\alpha=\frac{\sqrt2}{1-\mu},\qquad \beta=\frac{\sqrt2}{1+\mu}.
\]

Positive amplitudes need \(|\mu|<1\). Substitution into the constraint gives

\[
x=2\,\frac{(1+\mu)^2-(1-\mu)^2}{(1-\mu^2)^2}=\frac{8\mu}{(1-\mu^2)^2}. \tag{8}
\]

This increases with \(\mu\) and covers all real \(x\), so there is one stationary point for each \(x\). It is the minimum: the energy grows without limit for large amplitudes, and it falls when a vanishing amplitude is made slightly positive.

For the energy we need

\[
\alpha^2+\beta^2=\frac{4(1+\mu^2)}{(1-\mu^2)^2},\qquad
\alpha+\beta=\frac{2\sqrt2}{1-\mu^2},
\]

and therefore

\[
f=\frac{4(1+\mu^2)-8(1-\mu^2)}{(1-\mu^2)^2}=\frac{12\mu^2-4}{(1-\mu^2)^2}. \tag{9}
\]

The multiplier is the slope. By (7), \(df=2\mu\alpha\,d\alpha-2\mu\beta\,d\beta=\mu\,dx\), so

\[
\frac{dF}{d\delta}=\frac{t^2}{U}\,\frac{U^2}{t^2}\,\frac{df}{dx}=U\mu . \tag{10}
\]

Comparison with (5) gives \(w=-U\mu\). The amplitude \(a=\sqrt2\,t/(U+w)\) is then the hopping element divided by the energy cost of \(|20\rangle\), as first-order perturbation theory requires.

**Close to equal occupation.** For small \(\mu\), \(x\simeq8\mu\) and \(f\simeq-4+4\mu^2=-4+x^2/16\). Thus \(F\simeq-4t^2/U+U^3\delta^2/(16t^2)\), in agreement with the strong-coupling forms of (3) and (6).

**Far out in the inner region.** For \(x\to\infty\), \(\mu\to1\), \(\beta\to1/\sqrt2\) and \(\alpha\simeq\sqrt x\). Then

\[
f\simeq x-2\sqrt{2x}-1,\qquad 1-\mu\simeq\sqrt{2/x}. \tag{11}
\]

The leading term restores \(U|\delta|\), but the slope approaches its limit slowly. Reaching a small relative distance \(\varepsilon\) from \(U\) takes \(\delta\simeq2(t/U)^2/\varepsilon^2\), provided this is still much less than one.

A definite width is the point where the slope is half its limiting value. For \(\mu=1/2\), \((1-\mu^2)^2=9/16\) and \(x=4\times16/9=64/9\), so

\[
(n_1-n_2)_{1/2}=2\delta=\frac{128}{9}\left(\frac tU\right)^2 . \tag{12}
\]

The rounding is thus governed by \(t/U\) through its square, with a large prefactor.

**The repulsion alone.** \(F\) contains hopping energy as well. The repulsion energy of the minimizing state is \(V=Ud=(t^2/U)y\), with \(y=\alpha^2+\beta^2\). Differentiating \(y\) and \(x\) with respect to \(\mu\),

\[
\frac{dy}{d\mu}=\frac{8\mu(3+\mu^2)}{(1-\mu^2)^3},\qquad
\frac{dx}{d\mu}=\frac{8(1+3\mu^2)}{(1-\mu^2)^3},
\]
\[
\frac{dV}{d\delta}=U\,\frac{\mu(3+\mu^2)}{1+3\mu^2}. \tag{13}
\]

\(V\) is rounded on the same \((t/U)^2\) scale, but its slope saturates sooner. At \(\mu=1/2\) it is already \(0.93\,U\).

## 6. Away from equal occupation

Now hold \(\delta\) fixed between 0 and 1 while \(t/U\to0\). The amplitude \(b\) on the unfavoured site is small. With \(a^2=\delta+b^2\) and \(c^2=1-\delta-2b^2\), (1) becomes

\[
U\delta-2\sqrt2\,t\sqrt{\delta(1-\delta)}+2Ub^2-2\sqrt2\,t\sqrt{1-\delta}\,b+O(tb^2).
\]

The terms in \(b\) are least at \(b=t\sqrt{1-\delta}/(\sqrt2\,U)\), where they sum to \(-(1-\delta)t^2/U\). Since \(tb^2\) is of order \(t^3/U^2\), for either sign of \(\delta\)

\[
F=U|\delta|-2\sqrt2\,t\sqrt{|\delta|(1-|\delta|)}-(1-|\delta|)\frac{t^2}{U}+O\!\left(\frac{t^3}{U^2}\right). \tag{14}
\]

The second term comes from mixing \(|11\rangle\) with the favoured doubly occupied state. The third comes from virtual hops to the unfavoured one. Setting \(|\delta|=(t/U)^2x\) and keeping leading terms turns (14) into (11), so the two regions join.

A bound covers all \(\delta\) at once. Each electron has hopping energy at least \(-t\), so \(\langle\hat T\rangle\ge-2t\), while the repulsion is at least \(U|\delta|\). The trial state of Section 2 supplies an upper bound:

\[
U|\delta|-2t\le F\le U|\delta|-2\sqrt2\,t\sqrt{|\delta|(1-|\delta|)} . \tag{15}
\]

Hence \(F/U\) differs from \(|\delta|\) by at most \(2t/U\). Here the first power appears: at fixed \(0<|\delta|<1\) the height error of \(F/U\) is of order \(t/U\), while the kink is rounded over a width of order \((t/U)^2\).

## 7. The same rounding seen in the potential

The first power also appears when the potential is the variable. Near \(w=-U\) the states \(|20\rangle\) and \(|11\rangle\) cross, while \(|02\rangle\) lies about \(2U\) higher and can be dropped to leading order. With \(s=-w-U\), the two energies are \(-s\) and 0, and the coupling is \(-\sqrt2\,t\). The weight of \(|20\rangle\) in the lower state is

\[
\delta\simeq\frac12\left[1+\frac{s}{\sqrt{s^2+8t^2}}\right]. \tag{16}
\]

The step has a width of order \(t\) in \(w\), or \(t/U\) relative to its position.

The two powers are consistent. Half the limiting slope means \(w=-U/2\), or \(s=-U/2\), far down the tail of the step. There (16) gives \(\delta\simeq2t^2/s^2=8(t/U)^2\). The dropped state \(|02\rangle\) has amplitude \(\sqrt2\,t/(U-w)\) and weight \(2t^2/(3U/2)^2=(8/9)(t/U)^2\), which must be subtracted. The result is \((64/9)(t/U)^2\), as in Section 5.

## 8. Numbers

Take \(U=10t\), with energies in units of \(t\). The values below come from numerical diagonalization of the full two-electron Hamiltonian, with \(w\) adjusted by root search until the required \(n_1-n_2\) is obtained. The last column is the slope relative to \(U\).

| \(n_1-n_2\) | \(U\lvert\delta\rvert\) | \(F\) | \(V\) | \((dF/d\delta)/U\) |
|---|---|---|---|---|
| 0 | 0 | −0.385 | 0.358 | 0 |
| 0.05 | 0.25 | −0.344 | 0.459 | 0.309 |
| 0.10 | 0.50 | −0.243 | 0.660 | 0.481 |
| 0.20 | 1.00 | 0.046 | 1.121 | 0.651 |
| 0.50 | 2.50 | 1.198 | 2.579 | 0.851 |
| 1.00 | 5.00 | 3.540 | 5.042 | 1.011 |
| 1.50 | 7.50 | 6.255 | 7.517 | 1.173 |

At \(n_1-n_2=0.5\), \(V\) is within 0.08 of the kinked form, while \(F\) lies 1.30 below it. The gap is the hopping energy, \(F-V\simeq-1.38\), reduced by the 0.08 of extra repulsion; it does not signal a wide kink.

The slope passes \(U\) in the last two rows. Differentiating (14) for \(\delta>0\) explains this:

\[
\frac{dF}{d\delta}\simeq U-\frac{\sqrt2\,t(1-2\delta)}{\sqrt{\delta(1-\delta)}}+\frac{t^2}{U}.
\]

The middle term changes sign at \(\delta=1/2\), beyond which further transfer reduces the mixing with \(|11\rangle\). At \(\delta=1/2\) the formula gives \(10+0.1=10.1\), or \(1.01\,U\), as in the table.

The width follows from setting \(w=-U/2\) and reading off the ground-state occupations. For \(U/t=10\), (12) predicts \(14.22\times0.01=0.142\).

| \(U/t\) | \(n_1-n_2\) at half slope | Equation (12) |
|---|---|---|
| 10 | 0.1078 | 0.1422 |
| 20 | 0.0329 | 0.0356 |
| 40 | 0.00872 | 0.00889 |
| 80 | 0.00221 | 0.00222 |

At \(U=10t\) the leading law is about 32% above the diagonalized value; at \(U=80t\) the excess is about 0.5%. Between \(U/t=40\) and 80 the width varies as \((U/t)^{-1.98}\), close to the inverse square and far from the inverse first power.

The height behaves differently. At \(n_1-n_2=1\), \(F\) lies \(5-3.540=1.460\) below the kinked form for \(U=10t\), and \(40-38.580=1.420\) below it for \(U=80t\). This tends to \(\sqrt2\,t\), as (14) requires. Relative to \(U\), it falls from 0.146 to 0.018.

For the potential step, take \(U=400t\). Between \(s=-2t\) and \(s=2t\), diagonalization gives a rise of \(\delta\) from 0.211 to 0.788. More than half of the transfer occurs within \(4t\), which is 1% of \(U\).

Numbers in the example were calculated in double precision.
